# Emission Rate at the Maximum of a Deep-Level Transient Spectrum: test program

```python
"""Deep-level transient spectroscopy: emission rate at the signal maximum.

Result under test: for C(t) = C_inf + A exp(-e t), sampled at t1 and t2,
|C(t1) - C(t2)| is largest when e = ln(t2/t1)/(t2 - t1).
Symbols: e emission rate (1/s), A initial transient amplitude (pF),
C_inf steady capacitance (pF), T temperature (K), E activation energy (eV),
K prefactor in e = K T^2 exp(-E/(k T)), k Boltzmann constant (eV/K).
The maxima are found by direct search on the sampled transients.
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.optimize import brentq, minimize_scalar

k = Boltzmann / elementary_charge
E = 0.40
K = 1.0e6
A = -1.0
T_REF = 250.0
C_REF = 100.0
C_DRIFT = 0.02      # background drift, pF/K


def peak_rate(t1, t2):
    return np.log(t2 / t1) / (t2 - t1)


def emission_rate(T):
    return K * T**2 * np.exp(-E / (k * T))


def capacitance(t, T, drift=0.0):
    background = C_REF + C_DRIFT * (T - T_REF)
    amplitude = A * np.exp(drift * (T - T_REF))
    return background + amplitude * np.exp(-emission_rate(T) * t)


def signal(T, t1, t2, drift=0.0):
    return capacitance(t1, T, drift) - capacitance(t2, T, drift)


def find_maximum(function, low, high):
    """Grid scan, then refinement between the neighbours of the best point."""
    grid = np.linspace(low, high, 601)
    best = int(np.argmax(function(grid)))
    assert 0 < best < len(grid) - 1
    found = minimize_scalar(lambda x: -function(x), method="bounded",
                            bounds=(grid[best - 1], grid[best + 1]),
                            options={"xatol": 1e-9})
    return found.x


def find_peak_temperature(t1, t2, drift=0.0):
    return find_maximum(lambda T: np.abs(signal(T, t1, t2, drift)),
                        150.0, 400.0)


# Dimensionless study: time in units of t1, x = ln(e t1), ratio r = t2/t1
print("Ratio study: r, e*t1 at maximum (search), e*t1 (formula), |S|max/|A|")
for r in (1.01, 2.0, 5.0, 10.0, 100.0):
    def g(x, r=r):
        e = np.exp(x)
        return -np.exp(-e) * np.expm1(-e * (r - 1.0))

    x_found = find_maximum(g, -8.0, 4.0)
    x_formula = np.log(peak_rate(1.0, r))
    assert abs(x_found - x_formula) < 1e-5

    # exactly one change from rising to falling
    rising = np.diff(g(np.linspace(-8.0, 4.0, 5000))) > 0
    assert rising[0] and not rising[-1]
    assert np.count_nonzero(rising[1:] != rising[:-1]) == 1

    height_formula = (1 - 1 / r) * r**(-1 / (r - 1))
    assert abs(g(x_found) / height_formula - 1) < 1e-9

    h = 1e-3
    curvature = (g(x_found + h) + g(x_found - h) - 2 * g(x_found)) / h**2
    curvature_formula = -peak_rate(1.0, r)**2 * r
    assert abs(curvature / g(x_found) / curvature_formula - 1) < 1e-4
    print(f"  {r:6.2f}  {np.exp(x_found):.5f}  {np.exp(x_formula):.5f}"
          f"  {g(x_found):.5f}")

# Main window: full transients with a drifting background
t1, t2 = 1.0e-3, 5.0e-3
e_m = peak_rate(t1, t2)
T_peak = find_peak_temperature(t1, t2)
T_formula = brentq(lambda T: emission_rate(T) - e_m, 150.0, 400.0)
assert abs(T_peak - T_formula) < 1e-3
assert abs(emission_rate(T_peak) / e_m - 1) < 1e-4

print(f"Input: E = {E:.2f} eV, K = {K:.1e} s^-1 K^-2, A = {A:.1f} pF")
print(f"Background: {C_REF:.0f} pF at {T_REF:.0f} K, drift {C_DRIFT} pF/K")
print(f"Main window: t1 = {t1*1e3:.0f} ms, t2 = {t2*1e3:.0f} ms")
print(f"ln(t2/t1) = {np.log(t2/t1):.5f}, t2 - t1 = {(t2-t1)*1e3:.0f} ms")
print(f"Peak emission rate, formula: {e_m:.2f} s^-1")
print(f"Emission rate at searched peak: {emission_rate(T_peak):.2f} s^-1")
print(f"Peak temperature, search: {T_peak:.3f} K")
print(f"Peak temperature, from e(T) = formula rate: {T_formula:.3f} K")
print(f"exp(-e t1) = {np.exp(-e_m*t1):.5f}, exp(-e t2) = {np.exp(-e_m*t2):.5f}")
print("Spectrum: T (K), e (1/s), C(t1)-C(t2) (pF)")
for T in (T_peak - 20, T_peak - 10, T_peak, T_peak + 10, T_peak + 20):
    print(f"  {T:.2f}  {emission_rate(T):.2f}  {signal(T, t1, t2):.4f}")

# Several windows of different ratio: recover E and K from searched peaks
windows_ms = [(1, 5), (2, 20), (5, 15), (10, 100), (20, 50)]
temperatures, rates = [], []
print("Windows: t1 (ms), t2 (ms), formula rate (1/s), searched peak T (K)")
for a_ms, b_ms in windows_ms:
    temperatures.append(find_peak_temperature(a_ms * 1e-3, b_ms * 1e-3))
    rates.append(peak_rate(a_ms * 1e-3, b_ms * 1e-3))
    print(f"  {a_ms:3d}  {b_ms:3d}  {rates[-1]:.3f}  {temperatures[-1]:.3f}")
temperatures, rates = np.array(temperatures), np.array(rates)
slope, intercept = np.polyfit(1 / (k * temperatures),
                              np.log(rates / temperatures**2), 1)
assert abs(-slope - E) < 1e-5
assert abs(np.exp(intercept) / K - 1) < 1e-3
print(f"Recovered E = {-slope:.5f} eV, K = {np.exp(intercept):.4e} s^-1 K^-2")

# Amplitude that varies with temperature: linear response of the peak
log_rate_slope = (2 + E / (k * T_peak)) / T_peak
step = 0.01
numeric_slope = np.log(emission_rate(T_peak + step)
                       / emission_rate(T_peak - step)) / (2 * step)
assert abs(numeric_slope / log_rate_slope - 1) < 1e-5
shift_per_drift = 1 / (log_rate_slope**2 * e_m**2 * t1 * t2)
small = 1e-3
measured = (find_peak_temperature(t1, t2, small)
            - find_peak_temperature(t1, t2, -small)) / (2 * small)
# central difference leaves an error of second order in the small drift
assert abs(measured / shift_per_drift - 1) < 5e-3

drift = 2e-3
T_shifted = find_peak_temperature(t1, t2, drift)
log_rate_error = np.log(emission_rate(T_shifted) / e_m)
log_rate_error_formula = drift / (log_rate_slope * e_m**2 * t1 * t2)
# one-sided shift: the neglected terms are of relative order log_rate_error
assert abs(log_rate_error / log_rate_error_formula - 1) < 0.1
print(f"d ln e/dT at peak = {log_rate_slope:.5f} K^-1")
print(f"e_m^2 t1 t2 = {e_m**2*t1*t2:.5f}")
print(f"Amplitude drift: {drift} K^-1")
print(f"Peak shift, search: {T_shifted - T_peak:.4f} K")
print(f"Peak shift, first order: {drift*shift_per_drift:.4f} K")
print(f"ln(true rate/formula rate), search: {log_rate_error:.5f}")
print(f"ln(true rate/formula rate), first order: {log_rate_error_formula:.5f}")

print("tests ok")
```

Running it gives:

```
Ratio study: r, e*t1 at maximum (search), e*t1 (formula), |S|max/|A|
    1.01  0.99503  0.99503  0.00366
    2.00  0.69315  0.69315  0.25000
    5.00  0.40236  0.40236  0.53499
   10.00  0.25584  0.25584  0.69684
  100.00  0.04652  0.04652  0.94500
Input: E = 0.40 eV, K = 1.0e+06 s^-1 K^-2, A = -1.0 pF
Background: 100 pF at 250 K, drift 0.02 pF/K
Main window: t1 = 1 ms, t2 = 5 ms
ln(t2/t1) = 1.60944, t2 - t1 = 4 ms
Peak emission rate, formula: 402.36 s^-1
Emission rate at searched peak: 402.36 s^-1
Peak temperature, search: 246.476 K
Peak temperature, from e(T) = formula rate: 246.476 K
exp(-e t1) = 0.66874, exp(-e t2) = 0.13375
Spectrum: T (K), e (1/s), C(t1)-C(t2) (pF)
  226.48  64.39  -0.2129
  236.48  167.02  -0.4124
  246.48  402.36  -0.5350
  256.48  907.94  -0.3927
  266.48  1933.04  -0.1446
Windows: t1 (ms), t2 (ms), formula rate (1/s), searched peak T (K)
    1    5  402.359  246.476
    2   20  127.921  233.594
    5   15  109.861  231.979
   10  100  25.584  217.535
   20   50  30.543  219.198
Recovered E = 0.40000 eV, K = 1.0000e+06 s^-1 K^-2
d ln e/dT at peak = 0.08452 K^-1
e_m^2 t1 t2 = 0.80947
Amplitude drift: 0.002 K^-1
Peak shift, search: 0.3443 K
Peak shift, first order: 0.3459 K
ln(true rate/formula rate), search: 0.02906
ln(true rate/formula rate), first order: 0.02923
tests ok
```
